# Choosing the reference capacitance: Kuhn's extraction and high-low extraction with fast states

**What the setting decides**

Let interface states have a constant density $D$ per area and energy, and let each respond independently to a small change of surface potential. Their capacitance per area is then linear in $D$, and $q^2D$ already has its dimensions. With the band edges far away, a constant density supplies no energy to compare with $kT$. What remains is the angular frequency $\omega$ times the capture time $\tau$, so

$$C_p=q^2D\,\Phi(\omega\tau),\qquad \Phi(0)=1,\quad \Phi(\infty)=0 .$$

A method that subtracts a high-frequency capacitance from a static one therefore sees roughly $D(1-\Phi)$. It is blind to states with $\omega\tau\ll1$.

The setting treated here is the reference capacitance in the analysis of a metal-oxide-silicon capacitor. It may be calculated from Poisson's equation (Kuhn's extraction) or taken from the high-frequency curve (high-low extraction). The calculated reference also needs the zero of the band bending, and an error there can undo part or all of its benefit.

Conventions: the silicon is n-type and uniformly doped, with ionized donors and Boltzmann statistics. The band bending $\psi$ is positive in accumulation, $\phi_t=kT/q$ and $u=\psi/\phi_t$. Gate voltage $V$ excludes the work-function difference. Capacitances are per area. From here on energies are in eV from midgap at the surface and $D$ is in cm$^{-2}$ eV$^{-1}$, so that $q^2D$ is written $qD$ with $q$ in coulombs.

**From the quasi-static curve to the state capacitance**

The gate charge is $Q_G=C_{ox}(V-\psi)=-(Q_s+Q_{it})$, where $Q_s$ and $Q_{it}$ are the silicon and state charges. Define $C_s=-dQ_s/d\psi$ and $C_{it}=-dQ_{it}/d\psi$. Then $dQ_G=(C_s+C_{it})d\psi$ and $dV=d\psi+dQ_G/C_{ox}$, so

$$C_{LF}=\frac{dQ_G}{dV}=\frac{C_{ox}(C_s+C_{it})}{C_{ox}+C_s+C_{it}} .$$

Multiplying out and collecting $C_s+C_{it}$ gives Kuhn's formula:

$$C_{it}=\frac{C_{ox}C_{LF}}{C_{ox}-C_{LF}}-C_s(\psi).$$

The band bending comes from the same curve. Since $dQ_G=C_{ox}(dV-d\psi)=C_{LF}\,dV$, we have Berglund's relation

$$\frac{d\psi}{dV}=1-\frac{C_{LF}}{C_{ox}},$$

whose integral leaves one constant open. Berglund's relation needs only that $C_{LF}$ is the actual slope of the gate charge along the sweep. Kuhn's formula also requires the states to stay in equilibrium; their capture rates do not otherwise enter.

**The calculated silicon capacitance**

Let $n_0$ and $p_0$ be the bulk densities, with $n_0-p_0=N_D$ and $n_0p_0=n_i^2$. The space charge is $\rho=q(N_D-n_0e^u+p_0e^{-u})$. Multiplying $\psi''=-\rho/\varepsilon$ by $\psi'$ and integrating from the field-free bulk gives, for the surface field $F=-\psi'$,

$$\frac{F^2}{2}=-\frac1\varepsilon\int_0^\psi\rho\,d\psi
=\frac{q\phi_t}{\varepsilon}\left[n_0(e^u-1-u)+p_0(e^{-u}-1+u)\right].$$

$F$ has the sign of $\psi$, and Gauss's law gives $Q_s=-\varepsilon F$. Differentiating the first equality gives $F\,dF/d\psi=-\rho/\varepsilon$, hence

$$C_s=\varepsilon\frac{dF}{d\psi}=\frac{q[n_0(e^u-1)+p_0(1-e^{-u})]}{F}.$$

Two limits matter. Near flatband, with $p_0$ negligible, the numerator is $qn_0u(1+u/2)$ and $F\propto u\sqrt{1+u/3}$. To first order $C_s=C_{fb}(1+u/2-u/6)=C_{fb}(1+u/3)$, with $C_{fb}=\sqrt{\varepsilon qn_0/\phi_t}$.

In depletion, $e^u$ and the holes drop out. Then $F^2=2qN_D(-\psi-\phi_t)/\varepsilon$ and $C_s=qN_D/|F|$, so

$$\frac1{C_s^2}=\frac{2(-\psi-\phi_t)}{q\varepsilon N_D}.$$

This straight line will supply the doping and the missing constant.

**What density is returned**

The occupation is $f=1/[1+e^{(E-E_F)/\phi_t}]$, with $E_F=\phi_F+\psi$ and $\phi_F=\phi_t\ln(N_D/n_i)$. Apart from a constant, $Q_{it}=-q\int Df\,dE$. Because $df/d\psi=f(1-f)/\phi_t$,

$$C_{it}=q\int D(E)\,\frac{f(1-f)}{\phi_t}\,dE .$$

Thus $C_{it}/q$ is an average of $D$ over a window around $E_F$. With $y=(E-E_F)/\phi_t$, the expansion $f(1-f)=\sum_{m\ge1}(-1)^{m-1}me^{-my}$ for $y>0$ and the evenness of the window give its variance:

$$2\phi_t^2\sum_m(-1)^{m-1}m\,\frac{2}{m^3}=4\phi_t^2\,\frac{\pi^2}{12}=\frac{\pi^2}{3}\phi_t^2 .$$

To second order the average is $D+(\pi^2/6)\phi_t^2D''$. Peaks are lowered and valleys raised, even by a perfect extraction.

**What the high-frequency signal sees**

In depletion, let the states exchange electrons with the conduction band only. For capture coefficient $c$, surface electron density $n_s$ and emission rate $e$,

$$\frac{df}{dt}=cn_s(1-f)-ef .$$

Equilibrium requires $e=cn_s(1-f)/f$, so $cn_s+e=cn_s/f$. The emission rate stays fixed because the level moves with the surface band edge. A signal $\delta\psi$ changes $n_s$ by $n_s\delta\psi/\phi_t$, and linearization gives

$$\left(i\omega+\frac{cn_s}{f}\right)\delta f=cn_s(1-f)\frac{\delta\psi}{\phi_t}
\;\Rightarrow\;
\frac{\delta f}{\delta\psi}=\frac{f(1-f)}{\phi_t(1+i\omega\tau f)},\quad \tau=\frac1{cn_s}.$$

For constant $D$, use $f(1-f)\,dE/\phi_t=-df$ and write $x=\omega\tau$:

$$qD\int_0^1\frac{df}{1+ixf}=qD\,\frac{\ln(1+ix)}{ix}
=qD\left[\frac{\arctan x}{x}-i\,\frac{\ln(1+x^2)}{2x}\right].$$

So $\Phi=\arctan x/x$. In general, write the state response as $C_p-ig$, where $g=G_p/\omega$ is the loss part. Let $C_D$ be the majority-carrier capacitance of the silicon and $a=C_D+C_p$. The meter's parallel capacitance is

$$C_{HF}=\mathrm{Re}\,\frac{C_{ox}(a-ig)}{C_{ox}+a-ig}
=C_{ox}-\frac{C_{ox}^2(C_{ox}+a)}{(C_{ox}+a)^2+g^2}.$$

Removing the oxide as before, and using $C_{ox}C_{HF}/(C_{ox}-C_{HF})=C_{ox}^2/(C_{ox}-C_{HF})-C_{ox}$, leaves $a+g^2/(C_{ox}+a)$. With $C_D=C_s$, which holds when minority carriers are negligible, high-low extraction returns

$$C_{HL}=C_{it}-C_p-\frac{g^2}{C_{ox}+C_D+C_p}.$$

For constant $D$ and $x\ll1$, $\arctan x/x\simeq1-x^2/3$ and $g\simeq qDx/2$. The result vanishes as $x^2$. For $x\gg1$, $C_p\simeq\pi qD/(2x)$ and the density is recovered.

**The anchor and the algorithm**

The depletion line must be fitted where even the fast states are frozen. The steps are:

1. Start the record past midgap but well before strong inversion, and integrate Berglund's relation towards accumulation. The example below starts at $\psi=-0.42$ V, about 0.06 V past midgap; a start nearer midgap brings more state response into the fit.
2. Remove the oxide from $C_{HF}$ and fit $1/C^2$ against relative band bending over the first 0.08 V.
3. Obtain $N_D$ from the slope. The line reaches zero at $\psi=-\phi_t$, which fixes the constant.
4. Calculate $C_s$ and subtract.

```python
import numpy as np
from scipy.integrate import cumulative_trapezoid

def c_silicon(psi, N, ni, eps, phi, q):
    u = np.asarray(psi) / phi
    u = np.where(abs(u) < 1e-4, 1e-4, u)   # avoids 0/0
    n0 = N/2 + np.sqrt(N**2/4 + ni**2)
    p0 = ni**2 / n0
    b = n0*(np.expm1(u) - u) + p0*(np.expm1(-u) + u)
    F = np.sign(u) * np.sqrt(2*q*phi*b/eps)
    return q*(n0*np.expm1(u) - p0*np.expm1(-u)) / F

def extract(V, clf, chf, cox, ni, eps, phi, q):
    s = cumulative_trapezoid(1 - clf/cox, V, initial=0)
    low = clf*cox / (cox - clf)
    high = chf*cox / (cox - chf)
    w = s < 0.08
    m, b = np.polyfit(s[w], high[w]**-2, 1)
    N = -2 / (q*eps*m)
    psi = s - phi + b/m
    kuhn = (low - c_silicon(psi, N, ni, eps, phi, q)) / q
    return psi, N, kuhn, (low - high)/q
```

Lengths are in cm, capacitances in F/cm$^2$, and `V` must increase. For p-type silicon, exchange electrons with holes and reverse the signs of $\psi$ and $V$.

**Synthetic data with fast states**

The example has a 10 nm oxide, $C_{ox}=345.3$ nF/cm$^2$, $N_D=10^{16}$ cm$^{-3}$, 300 K and a 1 MHz signal. Slow states have density $10^{11}[1+(E/0.30)^2]$ and $c=2\times10^{-9}$ cm$^3$/s. Fast states form a Gaussian of peak $3\times10^{11}$, centre 0.25 eV and standard deviation 0.10 eV, with $c=2\times10^{-7}$ cm$^3$/s. The quasi-static data are differences of total gate charge over 10 mV steps; the high-frequency data come from the full admittance. No noise is added.

Densities are in $10^{11}$ cm$^{-2}$ eV$^{-1}$; "average" is the true thermal average.

| $\psi$ (V) | $D(E_F)$ | average | Kuhn | high-low |
|---|---|---|---|---|
| −0.30 | 1.50 | 1.65 | 1.62 | 1.62 |
| −0.20 | 3.22 | 3.21 | 3.16 | 2.67 |
| −0.10 | 4.73 | 4.48 | 4.42 | 1.56 |
| 0.00 | 4.11 | 4.13 | 3.81 | 0.07 |

At $\psi=-0.10$ V, $C_{LF}=116.15$ nF/cm$^2$. Removing the oxide gives $345.3\times116.15/(345.3-116.15)=175.0$ nF/cm$^2$. The true silicon capacitance is 103.2, leaving 71.8 nF/cm$^2$, or $71.8\times10^{-9}/1.602\times10^{-19}=4.48\times10^{11}$ cm$^{-2}$ eV$^{-1}$. The corrected high-frequency capacitance is 150.2 instead of 103.2. High-low extraction therefore keeps only 24.8 nF/cm$^2$, or $1.55\times10^{11}$. The table differs slightly because it uses the recovered band bending and doping.

The constant-density formula explains this value. Here $x=0.150$ for the fast states and 15.0 for the slow ones, so the fractions missed are 0.993 and 0.100. The local densities are 2.99 and 1.73, which leaves $0.007\times2.99+0.900\times1.73\simeq1.58$, as a first estimate. Because the slow density rises with energy, those states follow somewhat more than the constant-density formula says (a fraction 0.126 of their thermal average is missed). The full integrals give $1.54+0.02$, less a loss term of 0.01, or 1.55.

Two controls confirm the cause. With the density and quasi-static curve unchanged but the fast states given the slow capture coefficient, high-low extraction returns 4.02. With the original coefficients, it recovers 0.35, 0.59, 0.95 and 1.00 of the true average at 1, 10, 100 and 1000 MHz. The last frequencies are model controls, since series resistance is absent.

High-low extraction also distorts the spectrum. Among the tabulated points its largest density is at $\psi=-0.20$ V, where the true density is still rising towards flatband.

**Why Kuhn's result is slightly low**

Between $-0.30$ and $-0.05$ V, Kuhn's result stays within about 3 % of the true average. The remaining error comes mainly from the anchor. Residual state response is strongest at the shallow end of the fit, where it lowers $1/C^2$. The line becomes too steep: the fitted doping is 0.5 % low, and $\psi$ is displaced upward by about 1.9 mV. At $\psi=-0.10$ V, a displacement of +5 mV lowers the density by 0.191, so 1.9 mV accounts for about 0.07. The lower doping returns about 0.02. The observed difference is 0.06.

The error grows to 8 % at flatband. There the relative slope of $C_s$ is $1/(3\phi_t)=12.9$ V$^{-1}$, while at $-0.10$ V the full expression gives about 5.7 V$^{-1}$ (the depletion law, which drops the surface electrons, would give 6.7). $C_s$ itself is also larger at flatband.

A poor anchor does more damage. Suppose flatband is placed where the corrected $C_{HF}$ equals $C_{fb}$. The fast states make this happen at a true $\psi$ of −24.6 mV. At that point the calculated reference equals the high-frequency one by construction, so Kuhn's result coincides with high-low. At the gate voltage where $\psi=-0.10$ V, with the true doping retained, the density falls from 4.48 to 3.39.

**Numerical checks**

The silicon capacitance was tested against a finite-difference Poisson solution at $\psi=-0.20$, −0.05 and 0 V; the largest relative difference was $3\times10^{-5}$. Time integration of the rate equation for $f=0.3$ and $\omega\tau=2$ reproduced the linear response to $3\times10^{-6}$. The Berglund integral followed the known band bending within 0.02 mV.

**Guidance for choosing**

Use the calculated reference when fast states are possible and a frozen depletion range exists. Setting $\omega\tau=1$ gives the boundary

$$\psi_1=\phi_t\ln\frac{\omega}{cN_D}.$$

For the fast states this is −0.149 V at 300 K. The fit must lie well below it, because for constant density the response decays only as $1/x$. At 400 K, with $c$ and $N_D$ held fixed, the boundary moves to −0.199 V and the frozen range shrinks. Repeat the fit with a narrower window: a systematic shift of $N_D$ or $\psi$ signals residual response or doping that varies at the depth of the depletion edge. The test does not see a profile nearer the surface. A 30 % donor pile-up of Gaussian form, falling by $1/e$ in 40 nm, gives nearly the same shift as uniform doping (about 0.3 % and 1 mV on halving the window), yet Kuhn's error at flatband grows from −0.35 to −0.89.

The high-frequency reference suffices where the relevant states satisfy $\omega\tau\gg1$. Its density then avoids errors of calculated doping and band bending, although assigning that density to an energy still needs the band bending. Agreement between the methods deep in depletion says nothing about fast states nearer flatband, as the first and last table rows show.

The anchor extrapolates a 0.08 V fit over about 0.35 V, so it magnifies errors in $C_{HF}$. In the example, independent noise of 0.1 % per point scatters $\psi$ by about 3.5 mV and Kuhn's density by 0.11 at $\psi=-0.10$ V and 0.65 at flatband. A 1 % higher gain of $C_{HF}$ lowers it by 0.09 at $-0.10$ V.

Calibration matters in both methods. At $\psi=-0.10$ V, raising the gain of $C_{LF}$ by 1 % while holding $C_{HF}$ fixed adds 0.18 to Kuhn's density and 0.17 to the high-low density. Raising the assumed $C_{ox}$ by 1 % changes them by −0.05 and −0.01.

**Beside a real capacitor**

Densities of $10^{11}$ to $10^{12}$ cm$^{-2}$ eV$^{-1}$ are a rough regime for thermal oxides on silicon without a hydrogen anneal. The fast population is a model assumption: its capture coefficient corresponds to a cross-section near $10^{-14}$ cm$^2$ for a rough thermal velocity of $2\times10^7$ cm/s, which is large for ordinary silicon interface states. After a good hydrogen anneal, densities near $10^{10}$ are a rough expectation. A 5 mV error then costs Kuhn's method about $2\times10^{10}$ at this doping and band bending, more than the signal.

Real doping profiles need not be uniform. Since $C_s\propto\sqrt{N_D}$ in depletion, a 10 % doping error at fixed $\psi$ changes $C_s$ by about 5 %, or the example's density by 0.31, some 7 %. Random oxide charge of $10^{11}$ cm$^{-2}$, averaged over 100 nm patches, gives fluctuations of roughly 10 mV rms if each patch is treated as an isolated capacitor; lateral fields reduce the patch average to about 7 mV, but the local potential seen by a state fluctuates more, roughly 14 to 20 mV rms for point charges under this thin oxide, depending on a short-distance cutoff of 4 to 1 nm. At a mean $\psi$ of −0.10 V, with the reference held fixed, isolated patches of 10 mV rms change Kuhn's density by about 0.01, where silicon and state terms partly cancel; the change is 0.10 at flatband, and 0.05 at −0.10 V for 20 mV rms. About 0.4 % of bulk donors are neutral for a 45 meV level, and the degeneracy correction at flatband is $10^{-4}$. The largest oxide field, 0.11 MV/cm, is far below the several MV/cm at which tunnelling through such an oxide becomes important. At 0.1 V/s each step lasts 100 ms, against 12 ms for the slowest state near the Fermi level, if holes are captured as readily as electrons and stay in equilibrium. With electron exchange alone the time at the start of the record is 0.28 s, and that ramp would be too fast there. The numerical output gives the remaining values.

## Computed values

```
temperature 300 K, kT/q 25.85 mV
oxide 10 nm, C_ox 345.3 nF/cm2
donors 1.0e+16 cm^-3, n_i 1.0e+10 cm^-3, phi_F 0.3572 V
relative permittivity: Si 11.7, oxide 3.9
slow states: 1.0e+11 cm^-2 eV^-1 at midgap, width 0.30 eV
fast states: peak 3.0e+11 cm^-2 eV^-1
fast centre 0.25 eV, sigma 0.10 eV
capture slow 2.0e-09, fast 2.0e-07 cm^3/s
signal 1 MHz, gate step 10 mV, 70 points
gate record -0.528 to 0.162 V
Poisson check, largest relative error 2.7e-05
rate-equation check, relative error 2.6e-06
series-law check, relative error 9.8e-05
Berglund integral, largest error 0.016 mV
recovered donors 9.9514e+15 cm^-3
largest error of recovered psi 1.89 mV
largest Kuhn error, psi -0.30 to -0.05 V: 2.8 %
densities below in 1e11 cm^-2 eV^-1
psi(V) E_F(eV) D(E_F) average Kuhn high-low
 -0.30  0.057  1.504  1.647  1.624  1.617
 -0.25  0.107  2.209  2.322  2.285  2.215
 -0.20  0.157  3.224  3.205  3.158  2.673
 -0.15  0.207  4.214  4.028  3.978  1.975
 -0.10  0.257  4.727  4.481  4.420  1.556
 -0.05  0.307  4.596  4.453  4.335  0.930
  0.00  0.357  4.107  4.132  3.810  0.074
probe point psi -0.10 V, gate -0.1123 V:
 C_LF 116.15, C_HF 104.67 nF/cm2
 C_LF without oxide 175.01 nF/cm2
 C_HF without oxide 150.19 nF/cm2
 true C_s 103.21 nF/cm2
 omega*tau fast 0.150, slow 15.0
 high-low, fast states made slow: 4.022
 high-low/true at 1, 10, 100, 1000 MHz: 0.347, 0.591, 0.949, 0.997
 psi at apparent HF flatband -24.6 mV
 Kuhn with that wrong anchor: 3.388
changes at the probe point, 1e11 cm^-2 eV^-1 (Kuhn, high-low):
 C_ox +1 %: -0.045, -0.014
 C_LF gain +1 %: +0.179, +0.165
 psi +5 mV: -0.191 (Kuhn only)
 fluctuations 9.7 mV rms: +0.010, -0.006
  from random charge 1.0e+11 cm^-2, patch side 100 nm
minority share of C_s at record end 1.1e-05
hole-driven state share of C_HF there 2.0e-05
degeneracy correction at flatband 1.3e-04
neutral donors in bulk (45 meV level) 0.41 %
largest oxide field 0.114 MV/cm
slowest state 12.3 ms; step time 100 ms at 0.1 V/s
fast omega*tau=1 at psi -0.149 V (300 K), -0.199 V (400 K)
```
